Conductance parabola of a trapezoidal tunnel barrier and the meaning of its offset

## First half: from the tunnelling current to the conductance parabola

Two metal electrodes are separated by an insulating film of thickness d, which occupies 0 < x < d. At zero bias the barrier rises above the common Fermi level by φ1 at the left interface and by φ2 at the right one, and it is linear in between. A bias is applied, and the conductance per unit area is wanted as a power series in the bias, up to the second order.

Hartree atomic units are used (ħ = mₑ = e = 1). The symbol V denotes the bias multiplied by the elementary charge, so it is an energy. Positive V lowers the electron levels of the right electrode, which is then the positive one. Energies are counted from the left Fermi level, so the right Fermi level lies at −V and the barrier is

U(x) = φ1 + (x/d)(φ2 − V − φ1).

J is the number of electrons passing from left to right per unit area and time, and G = dJ/dV. The electric current has the opposite direction, but the conductance is positive.

The model has these assumptions: zero temperature; one parabolic mass, equal to the free-electron mass, everywhere; conserved momentum parallel to the film; band bottoms so deep that electrons near them contribute nothing appreciable; no image force and no inelastic processes. Up to part (h) the transmission probability is taken to be the bare WKB exponential

T = exp(−Q), Q = 2∫₀ᵈ κ dx, κ(x) = √(2[U(x) − ε]),

where ε is the energy of the motion along x. There must be no turning point inside the barrier for the electrons that matter, which restricts the bias to −φ1 < V < φ2. Part (i) replaces the bare exponential by a better transmission.

**(a) Write the current as an integral over ε.**

Solution. An electron with wave vector k in the left electrode has velocity kₓ towards the barrier. With two spin states and a density of states 1/(2π)³ in k-space, the flow from left to right is 2∫d³k/(2π)³ kₓ T, taken over occupied states with kₓ > 0. Since kₓ dkₓ = dε, it becomes an integral over ε and over the parallel wave vector q. The reverse flow has the same form, because velocity times dk is again dε and the transmission at given ε and q is the same in both directions. The net flow contains the difference of the occupations:

J = [2/(2π)³] ∫dε T(ε,V) ∫d²q [θ(−ε − q²/2) − θ(−V − ε − q²/2)].

The step functions state that the total energy ε + q²/2 lies below the left or the right Fermi level. The first condition restricts q to a disc of squared radius −2ε, if ε < 0, and the area of the disc is 2π(−ε). The second gives 2π(−V − ε) if this is positive. The factor in front becomes 2·2π/(8π³) = 1/(2π²), and

J = (1/2π²) ∫dε T(ε,V) [max(−ε,0) − max(−V−ε,0)].

For V > 0 the bracket equals V when ε < −V, and −ε when −V < ε < 0. Electrons well below both Fermi levels therefore contribute to the net flow in proportion to V: at given ε, their parallel motion can place their total energy between the two Fermi levels.

**(b) Express the first three Taylor coefficients of J through a single function that treats the two electrodes evenly.**

Solution. The bracket above vanishes at V = 0, and its derivative with respect to V is θ(−V−ε). Hence it equals ∫₀ⱽ dv θ(−v−ε), for either sign of V, and

J = (1/2π²) ∫₀ⱽ dv ∫_{−∞}^{−v} dε T(ε,V).

The lower limit −∞ stands for the deep band bottom. Now count the energy from the midpoint of the two Fermi levels by putting ε = η − V/2. The upper limit of η is w = V/2 − v, and as v runs from 0 to V, w runs from V/2 down to −V/2. Since dv = −dw, reversing the limits removes the sign:

J = (1/2π²) ∫_{−V/2}^{V/2} dw P(w,V), P(w,V) = ∫_{−∞}^{w} dη T(η,V).

Expand P about w = V = 0, with subscripts for partial derivatives at that point:

P(w,V) = P + P_w w + P_V V + ½P_ww w² + P_wV wV + ½P_VV V² + …

Terms odd in w integrate to zero over the symmetric window. The integral of 1 is V, and the integral of w² is V³/12. Therefore

2π²J = P V + P_V V² + (½P_VV + P_ww/24) V³ + …

Differentiate and write G = G0(1 + bV + KV² + …):

G0 = P/(2π²),
b = 2P_V/P,
K = 3(½P_VV + P_ww/24)/P = (12P_VV + P_ww)/(8P).

These relations do not depend on the form of T, as long as it is smooth. The linear coefficient b measures how the bias changes the transmission at a fixed position relative to the middle of the window. The curvature K has two sources: the change of the barrier with bias (P_VV), and the spread of the window over energies of different transmission (P_ww).

**(c) Find the WKB exponent of the biased trapezoid and expand it for a small tilt. For which bias is the barrier most opaque at η = 0?**

Solution. Let φ = (φ1 + φ2)/2 be the mean height and Δ = φ2 − φ1 the asymmetry. Define also

y = φ − η, δ = Δ − V.

At the left interface U − ε = φ1 − η + V/2 = y − δ/2, and at the right one U − ε = φ2 − V − η + V/2 = y + δ/2. Thus y is the mean height above the electron's energy, and δ is the total tilt. The use of centred energies has removed V from the mean. With s = U − ε as the variable of integration, dx = (d/δ) ds, and

Q = 2√2 (d/δ) ∫_{y−δ/2}^{y+δ/2} √s ds = A0 [(y+δ/2)^{3/2} − (y−δ/2)^{3/2}]/δ, A0 = 4√2 d/3.

For any smooth f, the difference f(y+δ/2) − f(y−δ/2) equals δf′(y) + δ³f‴(y)/24 + …, the even derivatives cancelling. Here f = s^{3/2}, so f′ = (3/2)s^{1/2} and f‴ = −(3/8)s^{−3/2}. This gives

Q ≈ A0 [ (3/2)√y − δ²/(64 y^{3/2}) ].

The next term of the series is smaller than the second one by the factor 3δ²/(64y²), so the expansion is good even for a moderate tilt.

The tilt lowers the exponent, which also follows without expansion. The square root is a concave function, so the average of √(U − ε) over x is at most the square root of the average of U − ε, with equality for a constant U. At fixed mean height the flat barrier is the most opaque. At η = 0 the mean is φ for every bias, and the barrier is flat when δ = 0. The most opaque barrier is therefore reached at V = Δ: the bias then compensates the built-in asymmetry.

**(d) Find the zero-bias conductance for a thick barrier with a small asymmetry.**

Solution. At δ = 0 and η = 0 the exponent is

S = (3/2)A0√φ = 2√2 d√φ.

Thick means S ≫ 1. The transmission then falls quickly as η decreases, and only a thin layer of energies below η = 0 matters. In this layer the main part of the exponent may be linearized:

(3/2)A0√(φ−η) ≈ S − cη, c = (3/4)A0/√φ = √2 d/√φ = S/(2φ).

The layer has a width of about 1/c = 2φ/S, which is small compared with φ. In the small tilt term, η may be set to zero at this order. Let

g = A0/(64φ^{3/2}) = S/(96φ²),

where A0 = 2S/(3√φ) was used. Then

T(η,V) ≈ exp[−S + cη + g(Δ−V)²],

P(w,V) ≈ (1/c) exp[−S + cw + g(Δ−V)²].

At w = V = 0 this gives G0 = exp(−S + gΔ²)/(2π²c). For SΔ²/(96φ²) ≪ 1 the asymmetry can be dropped from the exponent. With 1/c = √φ/(√2 d),

G0 = [√φ/(2√2 π² d)] exp(−2√2 d√φ).

This is Simmons' zero-bias conductance per unit area. In ordinary units it reads

G0 = (e²/h²) [√(2mₑφ)/d] exp[−2d√(2mₑφ)/ħ].

To convert, put h = 2π when ħ = 1: the factor in front becomes √2 √φ/(4π²d), which equals the one above. The exponential is the transmission at the Fermi energy for motion straight at the barrier. The factor 1/d arises because a thicker barrier admits a narrower layer of energies ε, and so a narrower cone of directions. To this order G0 depends on the two barrier heights through their mean alone.

**(e) Find the linear and quadratic coefficients to leading order in 1/S, and the bias at which the parabola has its minimum. What does each coefficient express?**

Solution. Differentiate the approximate P of part (d) at w = V = 0:

P_V/P = −2gΔ,
P_VV/P = 2g + 4g²Δ²,
P_ww/P = c².

The linear coefficient is b = 2P_V/P = −4gΔ. The curvature is

K = c²/8 + (3/2)(2g + 4g²Δ²) = c²/8 + 3g + 6g²Δ².

Compare the three terms. The first is c²/8 = S²/(32φ²). The second, 3g = S/(32φ²), is smaller by 1/S. The third, 6g²Δ² = S²Δ²/(1536φ⁴), is smaller than the first by Δ²/(48φ²). For a thick barrier with a small asymmetry the first term remains. From c = (3/4)A0/√φ one has c²/8 = 9A0²/(128φ), and hence

G(V)/G0 = 1 − [A0Δ/(16φ^{3/2})] V + [9A0²/(128φ)] V².

This is the Brinkman–Dynes–Rowell parabola. In terms of S,

b = −SΔ/(24φ²), K = S²/(32φ²).

Setting the derivative b + 2KV to zero gives

V_min = −b/(2K) = [SΔ/(24φ²)]·[16φ²/S²] = 2Δ/(3S).

The curvature comes mainly from the energy window. A bias spreads the levels w over the range from −V/2 to V/2. Because exp(cw) is convex, the levels above the middle gain more than those below it lose. This happens for a symmetric barrier too, and it is even in V.

The linear term comes from the tilt, through the cross term −2ΔV in (Δ−V)². If φ2 > φ1, a small positive bias makes the barrier flatter and hence more opaque, while a negative bias makes it steeper. For the bare exponential, the minimum lies on the side where the electrode with the higher barrier is positive; parts (i) and (j) show that the interfaces can reduce or cancel this offset, or create one of their own. It does not lie at V = Δ, where the barrier is most opaque, because the growth due to the window soon outweighs the small loss due to flattening. The offset is the asymmetry reduced by the factor 2/(3S).

The range of the parabola follows from the same P. Without the tilt term, the integral of exp(cw)/c over the window is (2/c²) sinh(cV/2), and differentiation gives

G/G0 ≈ cosh(cV/2) = 1 + c²V²/8 + c⁴V⁴/384 + …

The quartic term is c²V²/48 times the quadratic one. Compared with the hyperbolic cosine, the parabola is 3% too low at |V| = 2/c and 10% too low at |V| = 3/c. An accuracy of a few percent therefore requires |V| to be no more than about 2/c = 4φ/S, which for a thick barrier is a much stronger condition than |V| < φ.

## Second half: numbers, corrections and the reading of an offset

The symbols carried over are these. The barrier has heights φ1 and φ2 (left and right), mean φ, asymmetry Δ = φ2 − φ1 and thickness d. V is the bias energy, and V > 0 lowers the right electrode. The energy η of the motion along x is counted from the middle between the Fermi levels. Further,

S = 2√2 d√φ, c = S/(2φ), A0 = 4√2 d/3, g = A0/(64φ^{3/2}) = S/(96φ²).

With P(w,V) = ∫_{−∞}^{w} T dη, and with derivatives taken at w = V = 0, the series G = G0(1 + bV + KV²) has

G0 = P/(2π²), b = 2P_V/P, K = (12P_VV + P_ww)/(8P).

For the bare exponential T = exp(−Q), at leading order in 1/S and for small Δ/φ,

G0 = exp(−S)/(2π²c), b = −SΔ/(24φ²), K = c²/8, V_min = 2Δ/(3S).

**(f) Evaluate these results for φ1 = 0.070 hartree, φ2 = 0.080 hartree and d = 30 bohr, and compare them with the full WKB current.**

Solution. These are round model parameters. The mean is φ = 0.075 hartree and the asymmetry Δ = 0.010 hartree. Then

S = 2√2 · 30 · √0.075 = 23.24,
c = 23.24/(2 · 0.075) = 154.9 per hartree,
G0 = exp(−23.238)/(2π² · 154.92) = 2.645·10⁻¹⁴ atomic units,
b = −23.24 · 0.010/(24 · 0.075²) = −1.721 per hartree,
K = 154.92²/8 = 3000 per hartree²,
V_min = 2 · 0.010/(3 · 23.24) = 2.87·10⁻⁴ hartree.

The atomic unit of conductance per area is e²/ħ divided by the squared Bohr radius, so G0 = 2.30·10³ S/m². The offset corresponds to 7.8 mV.

For comparison, the current was integrated numerically over the three-dimensional Fermi shell, with both Fermi energies 0.30 hartree above the band bottoms and with the exponent found by quadrature over x. The coefficients of this full WKB current are G0 = 2.770·10⁻¹⁴ atomic units, b = −1.526 per hartree and K = 2995 per hartree². Relative to the formulas, G0 is 5% larger, b is 11% smaller in magnitude, and K differs by 0.2%. The minimum of the full conductance lies at 2.55·10⁻⁴ hartree.

At V = ±0.010 hartree the parabola is within 2% of the full WKB conductance. At V = ±0.020 hartree the full ratio G/G0 is 2.61 on the negative side and 2.47 on the positive side, while the parabola gives 2.23 and 2.17. The averages over the two signs are 2.54 and 2.20. Here cV = 3.1, and the omitted term c⁴V⁴/384 is 0.24, which accounts for most of the gap of 0.34.

**(g) Explain the deviations of the three coefficients by going beyond the leading order in 1/S, for small Δ.**

Solution. Keep the complete energy dependence, but expand in the small tilt term:

T ≈ exp(−2√2 d√y) [1 + (A0/64)(Δ−V)² y^{−3/2}], y = φ − η.

At w = 0 the integral over η from −∞ to 0 is an integral over y from φ to ∞. Two integrals are needed. With s = √y, dy = 2s ds and a = 2√2 d, so that S = a√φ, the first is

I0 = ∫ dy exp(−a√y) = 2∫_{√φ}^∞ s exp(−as) ds = 2exp(−S)(√φ/a + 1/a²).

Since 2√φ/a = 1/c, this is I0 = (1/c) exp(−S)(1 + 1/S). The second is

I1 = ∫ dy y^{−3/2} exp(−a√y) = 2∫_{√φ}^∞ s^{−2} exp(−as) ds.

Each integration by parts produces a further power of 1/a:

I1 = [2/(aφ)] exp(−S)(1 − 2/S + 6/S² − …) = (1/c) φ^{−3/2} exp(−S)(1 − 2/S + 6/S² − …).

For small Δ, P is I0 at V = 0. Hence G0 is larger than Simmons' expression by the factor 1 + 1/S. In the example this is 1.043, and the factor exp(gΔ²) found in part (d) adds 0.4%. Together they give the observed 5%.

The linear coefficient is b = 2P_V/P = −(A0Δ/16) I1/I0. Relative to the leading result it has the factor

(1 − 2/S + 6/S²)/(1 + 1/S) ≈ 1 − 3/S + 9/S².

For S = 23.24 this is 0.888, which is the observed reduction of 11%. The reason is that the contributing electrons lie slightly below η = 0. They see a higher barrier, for which a given tilt matters less.

For the curvature take Δ = 0. Then P_VV = (A0/32) I1, and P_ww is the slope of T at η = 0, which is c exp(−S). Thus

P_ww/P = c²/(1 + 1/S) ≈ c²(1 − 1/S + 1/S²),

12P_VV/P = (12A0/32) I1/I0 ≈ 24g(1 − 3/S) = (c²/S)(1 − 3/S).

The last step uses 24g = S/(4φ²) = c²/S. In the sum the terms in 1/S cancel:

K ≈ (c²/8)(1 − 2/S²).

This is why K agrees so much better than G0 and b. For Δ ≠ 0 there are also corrections of relative order Δ²/φ².

These three laws were tested against the full WKB current with Δ = 0.0015 hartree. At d = 120 bohr, where S = 92.95, the ratio of the full G0 to the formula is 1.0111 and that of b is 0.9688. The predictions are 1 + 1/S = 1.0108 and 1 − 3/S + 9/S² = 0.9688. At d = 60 bohr the curvature ratio is 0.9992, against a predicted 0.9991.

**(h) Suppose that G0, b and K have been measured. Recover φ, d and Δ within the bare-exponential model.**

Solution. Three coefficients determine three parameters, and the leading-order relations can be solved one after the other. The curvature gives c, and the conductance then gives S:

c = √(8K), S = −ln(2π²cG0).

From c = S/(2φ) and S = 2√2 d√φ follow

φ = S/(2c), d = S/(2√2 √φ).

The linear coefficient yields the asymmetry:

Δ = −24φ²b/S = (3/2) S V_min.

The offset by itself does not fix Δ, since S is also needed. G0 is a conductance per area, so the area of the junction must be known, but it enters S through a logarithm alone. An error of a factor of two in the area changes S by ln 2 = 0.69, or 3% of the value in the example. The inversion also assumes the free-electron mass in the barrier. If the barrier of the example has a mass of 0.4 mₑ, it returns d = 19.5 bohr instead of 30 bohr (roughly √0.4 times the true thickness) and φ about 6% too large, while Δ hardly changes. A temperature of 300 K matters less here: it raises G0 by 3.5% and moves φ, d and Δ by less than 1%.

Apply this to the full WKB coefficients of part (f). First c = √(8 · 2994.9) = 154.8 per hartree. Then S = −ln(2π² · 154.8 · 2.7697·10⁻¹⁴) = 23.19. The recovered values are φ = 0.0749 hartree, d = 29.96 bohr and Δ = 0.0089 hartree. The mean height and the thickness are right to better than 1%. The asymmetry is 11% too small, which is the correction to b found in part (g).

**(i) Let the potential jump abruptly at the two interfaces. Find the prefactor of the transmission, and its effect on the linear coefficient.**

Solution. Let k1 and k2 be the wave numbers along x in the left and right electrodes, and κ1 and κ2 the values of κ just inside the barrier at the left and right. The wave on the left is exp(ik1x) + r exp(−ik1x). In the barrier the decaying WKB wave is A κ^{−1/2} exp(−∫₀ˣκ dx′). At the left interface the growing wave is exponentially small for a thick barrier and is dropped. The derivative of κ^{−1/2} is also dropped: it changes the logarithmic derivative −κ by a relative amount of order δ/(φS), where δ = Δ − V. With α = A κ1^{−1/2}, continuity of the wave and of its derivative requires

1 + r = α, ik1(1 − r) = −κ1α.

The second equation gives 1 − r = iκ1α/k1. Adding the first gives 2 = α(1 + iκ1/k1), so |α|² = 4k1²/(k1² + κ1²).

The wave arriving at the right interface has the amplitude p = α(κ1/κ2)^{1/2} exp(−Q/2). There a reflected part s must be added, and t is the transmitted amplitude:

p + s = t, κ2(s − p) = ik2t.

Subtracting s − p = ik2t/κ2 from the first equation gives 2p = t(1 − ik2/κ2), so |t|² = 4κ2²|p|²/(κ2² + k2²). The transmission is the ratio of fluxes, (k2/k1)|t|². Inserting p and α yields

T = 16 k1κ1k2κ2/[(k1² + κ1²)(k2² + κ2²)] · exp(−Q).

Let F1 and F2 be the Fermi energies above the band bottoms. In centred energies

k1²/2 = F1 − V/2 + η, κ1²/2 = φ1 + V/2 − η,
k2²/2 = F2 + V/2 + η, κ2²/2 = φ2 − V/2 − η.

The sums k1² + κ1² = 2(F1 + φ1) and k2² + κ2² = 2(F2 + φ2) contain neither V nor η. Only the numerator varies. Each wave number is the square root of twice one of these energies, so the logarithm of the prefactor is, up to a constant, half the sum of the logarithms of the four energies. Its derivative with respect to V at η = V = 0 is

¼(1/φ1 − 1/φ2 + 1/F2 − 1/F1).

By b = 2P_V/P, the linear coefficient gains twice this amount, to leading order in 1/S. For small Δ one has 1/φ1 − 1/φ2 = Δ/(φ1φ2) ≈ Δ/φ². With the correction −3/S from part (g),

b ≈ −[SΔ/(24φ²)](1 − 3/S) + Δ/(2φ²) + ½(1/F2 − 1/F1)
 = −[SΔ/(24φ²)](1 − 15/S) + ½(1/F2 − 1/F1).

The prefactor contributes 12 of the 15. It is formally a correction of order 1/S, but its coefficient is large because the tilt enters the exponent with the small factor 1/64. For S near 20 it cannot be neglected.

The last term is independent of Δ. A perfectly symmetric barrier between electrodes with different Fermi energies therefore has an offset. At moderate S, the contribution of the interfaces must therefore be known and subtracted before the offset can be read as a barrier asymmetry. For a fixed Δ ≠ 0 this contribution falls as 1/S relative to that of the exponent, so it becomes unimportant when the barrier is thick enough.

Both statements were tested by integrating the Schrödinger equation through the barrier, without WKB. The thicknesses were 120 and 240 bohr, and the remainder in 1/S was removed by extrapolation. For equal electrodes the quantity bφ²/Δ + S/24 should tend to 15/24 = 0.625, and the result is 0.624. For Δ = 0, F1 = 0.30 hartree and F2 = 0.20 hartree, b should tend to ½(1/0.20 − 1/0.30) = 0.833 per hartree, and the result is 0.833.

**(j) What asymmetry would be inferred from the example if its interfaces were sharp?**

Solution. With F1 = F2 = 0.30 hartree, the Schrödinger equation gives G0 = 7.54·10⁻¹⁴ atomic units, b = −0.878 per hartree and K = 2588 per hartree². The minimum of the corresponding parabola lies at 0.878/(2 · 2588) = 1.70·10⁻⁴ hartree, which is 59% of the value 2Δ/(3S).

The conductance is 2.7 times the full WKB value. Most of this is the prefactor, which equals 2.6 at η = V = 0.

The curvature is lower than 3000 mainly because the prefactor also depends on η. From the four energies above, the derivative of its logarithm with respect to η is ½(1/F1 + 1/F2 − 1/φ1 − 1/φ2) ≈ −(1/φ − 1/F), with F the common Fermi energy. This is −10 per hartree, so the logarithmic slope of T falls from c = 155 to about 145 per hartree. The estimate 145²/8 ≈ 2630 per hartree² is within 2% of the computed curvature.

The linear coefficient is less well described. The formula of part (i) gives −1.721 · (1 − 15/23.24) = −0.61 per hartree, against the computed −0.88. It has the right sign and shows a strong reduction, but at this S the higher terms in 1/S, which were not derived here, are still considerable. Integrating the transmission of part (i) over all energies gives −0.76; the rest comes from WKB terms dropped in deriving it. The formula improves slowly with thickness: its magnitude is 6% too small at d = 60 bohr and 1.4% too small at d = 120 bohr. For thinner barriers it fails. It changes sign at S = 15, whereas the Schrödinger result for these heights stays negative down to S ≈ 6 (at S = 12.4 the formula gives +0.19 per hartree against −0.24). Here it indicates only the size of the effect.

The inversion of part (h), applied to these three coefficients, yields φ = 0.0774 hartree, d = 28.3 bohr and Δ = 0.0057 hartree. The mean height is 3% too large and the thickness 6% too small, but the asymmetry is 43% too small. The first two follow mainly from the large exponent S and its slope c, which the prefactor changes by only 4% and 7%. The asymmetry follows from a small difference between the two bias directions, to which the exponent and the prefactor contribute comparable amounts of opposite sign.

Unequal electrodes can imitate an asymmetry. With the large-S value b = 0.833 per hartree of the symmetric barrier in part (i), and with φ and S of the example, the inversion would report

Δ = −24 · 0.075² · 0.833/23.24 = −0.005 hartree,

although the true asymmetry is zero. The Schrödinger equation for that pair of electrodes at d = 30 bohr gives b = 0.811 per hartree, and the full inversion then returns Δ = −0.0052 hartree, close to the estimate. It is half as large as the real asymmetry of the example, so a measured offset of this size can be assigned to the barrier only together with a model of the interfaces. The main values used in both halves are listed in the numerical output below.

Calculated quantities

```
left, right barrier height: 0.070, 0.080 hartree
mean height, asymmetry: 0.075, 0.010 hartree
thickness: 30.0 bohr; Fermi energies: 0.30 hartree
exponent S: 23.238 (no unit)
energy slope c = S/(2 mean): 154.92 per hartree
G0 formula: 2.6453e-14, full WKB: 2.7697e-14 a.u.
linear formula: -1.7213, full WKB: -1.5263 per hartree
quadratic formula: 3000.0, full WKB: 2994.9 per hartree^2
bias of largest mid-window exponent: 0.010 hartree
offset formula: 2.8689e-04, full WKB: 2.5496e-04 hartree
G0 formula converted: 2.2994e+03 S/m^2
offset formula converted: 7.807 mV
V = -0.020 hartree: G/G(0) full WKB 2.6124, parabola 2.2344
V = -0.010 hartree: G/G(0) full WKB 1.3383, parabola 1.3172
V = -0.005 hartree: G/G(0) full WKB 1.0842, parabola 1.0836
V = +0.005 hartree: G/G(0) full WKB 1.0679, parabola 1.0664
V = +0.010 hartree: G/G(0) full WKB 1.2994, parabola 1.2828
V = +0.020 hartree: G/G(0) full WKB 2.4678, parabola 2.1656
Ratios full WKB / formula, mean 0.075, asymmetry 0.0015 hartree:
d = 30 bohr, S = 23.24: G0 1.0431, linear 0.8854, quadratic 0.99688
d = 60 bohr, S = 46.48: G0 1.0217, linear 0.9394, quadratic 0.99918
d = 120 bohr, S = 92.95: G0 1.0111, linear 0.9688, quadratic 0.99981
sharp edges, linear*mean^2/asymmetry + S/24 at large S: 0.6236, predicted 0.6250
symmetric barrier, Fermi energies 0.30 and 0.20 hartree:
  linear term at large S 0.8329, predicted 0.8333 per hartree
Schroedinger, example: G0 7.5448e-14 a.u., linear -0.8779 per hartree
  quadratic 2588.4 per hartree^2, offset 1.6958e-04 hartree
inferred from WKB: mean 0.07492 hartree, d 29.958 bohr, asymmetry 0.00886 hartree
inferred from Schroedinger: mean 0.07736 hartree, d 28.301 bohr, asymmetry 0.00566 hartree
```
